\section*{Vibrational entropy of one softened spring in a ring of masses}

\section*{The problem}

A calculation of defect populations for diffusion needs an energy and also a vibrational entropy. If the entropy is computed in a small periodic cell, one must know how it depends on the cell size. This problem treats a model in which that dependence can be found in closed form.

$N\ge 2$ equal masses $m$ sit on a ring and move along it. Mass $j$ has displacement $u_j$, with $u_{j+N}=u_j$. Neighbours are joined by harmonic springs of stiffness $k$, all at their natural length. In a second ring, the spring between masses 0 and 1 has stiffness $k'=rk$, and nothing else differs: the masses, their number, the length of the ring and the static energy are the same. Both rings are at temperature $T$ and obey classical statistics. The entropy change $\Delta S_N$ is the entropy of the second ring minus that of the first. Softening means $0<r<1$; other values of $r$ are admitted where the ring is stable.

\section*{(a) From entropy to a determinant}

\emph{Express $\Delta S_N$ through the force-constant matrices of the two rings. What becomes of the uniform translation?}

\textbf{Solution.} The potential energy is $\tfrac12 u^{T}Ku$ in the first ring and $\tfrac12 u^{T}K'u$ in the second. The squared frequencies are the eigenvalues of $K/m$ and $K'/m$. A classical mode of frequency $\omega$ has the partition function
\begin{equation}
z=\frac{1}{2\pi\hbar}\int dp\,dx\; e^{-(p^2/2m+m\omega^2x^2/2)/k_BT}
=\frac{1}{2\pi\hbar}\sqrt{2\pi mk_BT}\,\sqrt{\frac{2\pi k_BT}{m\omega^2}}=\frac{k_BT}{\hbar\omega}.
\end{equation}
With $F=-k_BT\ln z$, its entropy is
\begin{equation}
s=-\frac{\partial F}{\partial T}=k_B\left[1+\ln\frac{k_BT}{\hbar\omega}\right].
\end{equation}

The uniform displacement stretches no spring, so it has zero frequency in both rings. It is free motion of the total mass $Nm$ along the same path, contributes equally to both entropies, and cancels. For the other $N-1$ modes the terms with $T$ and $\hbar$ cancel in the difference:
\begin{equation}
\Delta S_N=-k_B\sum_{i=1}^{N-1}\ln\frac{\omega_i'}{\omega_i}
=-\frac{k_B}{2}\ln\frac{\prod_i\omega_i'^2}{\prod_i\omega_i^2}
=-\frac{k_B}{2}\ln\frac{\det{}'K'}{\det{}'K}.
\label{eq:det}
\end{equation}
Here $\det{}'$ is the determinant on the space of displacements with $\sum_ju_j=0$. The factors $1/m$ have cancelled, since both products have $N-1$ of them. By equipartition every mode has mean energy $k_BT$ whatever its frequency, so the mean energy does not change and $\Delta F=-T\Delta S_N$.

\section*{(b) Changing a single spring}

\emph{Reduce the determinant ratio to one number that belongs to the unchanged ring.}

\textbf{Solution.} Let $b$ be the vector with $b_1=1$, $b_0=-1$ and zeros elsewhere, so that $b^{T}u=u_1-u_0$ is the stretch of the chosen bond. Its energy changes from $\tfrac12k(b^{T}u)^2$ to $\tfrac12k'(b^{T}u)^2$, hence
\begin{equation}
K'=K-\delta\,bb^{T},\qquad \delta=k-k'.
\end{equation}
The entries of $b$ add to zero, so both matrices map the space $\sum_ju_j=0$ into itself. On this space $K$ is positive definite: $u^{T}Ku=k\sum_j(u_{j+1}-u_j)^2$ vanishes only for equal displacements, which must then be zero. Therefore $K^{1/2}$ and its inverse exist there. With $w=K^{-1/2}b$,
\begin{equation}
K'=K^{1/2}\left(1-\delta\,ww^{T}\right)K^{1/2}.
\label{eq:congruence}
\end{equation}
The bracket leaves every vector perpendicular to $w$ unchanged, and multiplies $w$ by $1-\delta\,w^{T}w$. Its determinant is this last factor, so
\begin{equation}
\frac{\det{}'K'}{\det{}'K}=1-\delta\,b^{T}K^{+}b,
\label{eq:rank}
\end{equation}
where $K^{+}$ is the inverse of $K$ on the space without translation. The number $b^{T}K^{+}b$ is a compliance: the stretch of the bond when unit opposite forces pull on its two ends in the unchanged ring.

\section*{(c) The finite ring}

\emph{Evaluate the compliance and find $\Delta S_N$. Check the result for two masses, and find the range of $r$ in which it holds.}

\textbf{Solution.} The plane waves $e_q(j)=e^{iqj}/\sqrt N$, with $q=2\pi n/N$ and $n=0,\dots,N-1$, are orthonormal. They are eigenvectors of $K$:
\begin{equation}
(Ke_q)_j=k\left(2-e^{iq}-e^{-iq}\right)e_q(j)=k\,|1-e^{iq}|^2\,e_q(j).
\end{equation}
The overlap with the bond vector is $e_q^{\dagger}b=(e^{-iq}-1)/\sqrt N$. Leaving out the translation, $q=0$,
\begin{equation}
b^{T}K^{+}b=\sum_{q\ne0}\frac{|e_q^{\dagger}b|^2}{k|1-e^{iq}|^2}
=\frac1N\sum_{q\ne0}\frac{|1-e^{iq}|^2}{k|1-e^{iq}|^2}=\frac{N-1}{Nk}.
\label{eq:compliance}
\end{equation}
A wave that stretches the bond strongly is stiff in the same proportion, so all $N-1$ waves contribute equally. Inserting this in (\ref{eq:rank}) gives
\begin{equation}
1-(k-k')\frac{N-1}{Nk}=1-(1-r)\left(1-\frac1N\right)=r+\frac{1-r}{N},
\end{equation}
and (\ref{eq:det}) becomes
\begin{equation}
\boxed{\;\Delta S_N=-\frac{k_B}{2}\ln\left[\frac{k'}{k}+\frac1N\left(1-\frac{k'}{k}\right)\right]\;}
\label{eq:finite}
\end{equation}

For $N=2$ two parallel springs join the same pair of masses. The stiffness of their relative motion changes from $2k$ to $k+k'$, a ratio $(1+r)/2$, and this is what the bracket gives.

By (\ref{eq:congruence}), $K'$ is positive definite on the reduced space if and only if the factor (\ref{eq:rank}) is positive. The ring is therefore stable, and (\ref{eq:finite}) holds, for
\begin{equation}
r+\frac{1-r}{N}>0\quad\Longleftrightarrow\quad r>-\frac{1}{N-1}.
\end{equation}
Stiffened springs, $r>1$, are included and lower the entropy. A slightly negative spring is held stable by the rest of the ring. Beyond the limit one mode is unstable and has no vibrational entropy. A saddle point for an atomic jump is such a case, so its unstable mode must be treated separately.

\section*{(d) The large ring}

\emph{Take $N\to\infty$ at fixed $r>0$ and find the size error. What happens if the spring is cut?}

\textbf{Solution.} Taking $r$ out of the bracket in (\ref{eq:finite}) gives
\begin{equation}
\Delta S_N=\frac{k_B}{2}\ln\frac{k}{k'}-\frac{k_B}{2}\ln\left[1+\frac1N\left(\frac{k}{k'}-1\right)\right].
\label{eq:split}
\end{equation}
The second term vanishes for $N\to\infty$, which leaves
\begin{equation}
\boxed{\;\Delta S_\infty=\frac{k_B}{2}\ln\frac{k}{k'}\;}
\end{equation}
For $N\gg|k/k'-1|$ the logarithm may be expanded, and the size error is
\begin{equation}
\Delta S_N-\Delta S_\infty\simeq-\frac{k_B}{2N}\left(\frac{k}{k'}-1\right).
\label{eq:error}
\end{equation}
For a softened spring a finite ring thus gives too small an entropy change, and a softer spring needs a larger ring.

A cut spring has $r=0$, and (\ref{eq:finite}) gives $\Delta S_N=\tfrac12k_B\ln N$. This is finite for each $N$ but grows without bound. The limits $r\to0$ and $N\to\infty$ therefore cannot be exchanged: the infinite-ring formula requires $Nk'\gg k$ as well as large $N$.

\section*{(e) The same result seen from the bonds}

\emph{Use the bond stretches as coordinates to explain both terms in (\ref{eq:split}), for $k'>0$. How far does the soft bond stretch?}

\textbf{Solution.} Let $x_i=u_{i+1}-u_i$ be the stretch of bond $i$, with stiffness $k_i$. Going round the ring gives $\sum_ix_i=0$. Hold $u_0$ fixed, which removes the translation in the same way from both rings. The change from $u_1,\dots,u_{N-1}$ to the first $N-1$ stretches has unit Jacobian, and a delta function fixes the last stretch:
\begin{equation}
Z_c=\int\prod_idx_i\;\delta\Big(\sum_ix_i\Big)\,e^{-\sum_ik_ix_i^2/2k_BT}
=\prod_i\sqrt{\frac{2\pi k_BT}{k_i}}\;\frac{1}{\sqrt{2\pi k_BT\,C}},\qquad C=\sum_i\frac1{k_i}.
\end{equation}
The product is the integral for free bonds. The last factor is the probability density at zero of the sum of independent Gaussian stretches, whose variances $k_BT/k_i$ add to $k_BTC$.

Since the mean energy is unchanged, $\Delta S_N=k_B\ln(Z_c'/Z_c)$. The product changes by $\sqrt{k/k'}$, which is the infinite-ring result: a free bond of stiffness $k'$ explores a range proportional to $1/\sqrt{k'}$. The closure factor changes by $\sqrt{C_0/C'}$, with $C_0=N/k$ and $C'=(N-1)/k+1/k'$. Since
\begin{equation}
\frac{C'}{C_0}=\frac{N-1+k/k'}{N}=1+\frac1N\left(\frac{k}{k'}-1\right),
\end{equation}
this is the second term of (\ref{eq:split}). The size error comes from the condition that the other bonds must take up the stretch of the soft one.

Those other bonds have total compliance $C_r=C'-1/k'$ and act on the soft bond as a spring $1/C_r$ in parallel with $k'$. Hence
\begin{equation}
\langle x_s^2\rangle=\frac{k_BT}{k'+1/C_r}=\frac{k_BT}{k'}\,\frac{C_r}{C'}
=\frac{k_BT}{k'}\left(1-\frac{1}{k'C'}\right).
\label{eq:stretch}
\end{equation}
For $k'\to0$ only the effective spring $1/C_r$ remains, and $\langle x_s^2\rangle\to k_BTC_r=(N-1)k_BT/k$. The cut ends wander over a range of order $\sqrt N$, which is the origin of the term $\tfrac12k_B\ln N$.

\section*{(f) Numbers}

\emph{Take $m=27$ u, $k=40$ N/m, $k'=20$ N/m, $T=600$ K and $N=20$. Find the entropy change, its effect on a population, and the ring size needed for an error below $0.01\,k_B$.}

\textbf{Solution.} With $r=0.5$ the bracket in (\ref{eq:finite}) is $0.5+0.5/20=0.525$, so
\begin{equation}
\Delta S_{20}=-\tfrac12k_B\ln0.525=0.322\,k_B,\qquad
\Delta S_\infty=\tfrac12k_B\ln2=0.347\,k_B .
\end{equation}
The second value equals 29.9 $\mu$eV/K. At 600 K it lowers the free energy by $T\Delta S_\infty=17.9$ meV. Numerical diagonalization of the force-constant matrices gives $0.235$, $0.299$, $0.322$ and $0.342\,k_B$ for $N=4$, 10, 20 and 100, in agreement with (\ref{eq:finite}).

At equal static energy, the softened state is populated more than the unsoftened one by $e^{\Delta S/k_B}$. This factor is 1.38 for $N=20$ and $\sqrt2=1.41$ for the infinite ring. The size error at $N=20$ is $-0.0244\,k_B$; the estimate (\ref{eq:error}) gives $-1/40=-0.0250\,k_B$. For an error below $\varepsilon k_B$, (\ref{eq:split}) requires
\begin{equation}
N>\frac{k/k'-1}{e^{2\varepsilon}-1},
\end{equation}
which for $\varepsilon=0.01$ means at least 50 masses. Cutting the spring at $N=20$ would give $\tfrac12k_B\ln20=1.50\,k_B$.

For this softened spring no single mode carries the effect. In the diagonalization the largest contribution of one mode is $0.00995\,k_B$ for $N=100$ and $0.00250\,k_B$ for $N=400$. It falls by a factor of about four while the number of modes grows about fourfold, and the sum stays finite.

\section*{(g) Quantum statistics and anharmonic bonds}

\emph{Estimate what the classical harmonic treatment leaves out in this example.}

\textbf{Solution.} With $x=\hbar\omega/k_BT$, the quantum entropy of a mode, expanded for small $x$, is
\begin{align}
\frac{s}{k_B}&=\frac{x}{e^x-1}-\ln(1-e^{-x})\nonumber\\
&\simeq\left(1-\frac x2+\frac{x^2}{12}\right)-\left(\ln x-\frac x2+\frac{x^2}{24}\right)
=1-\ln x+\frac{x^2}{24}.
\end{align}
The last term is the leading quantum correction. Its sum over modes needs only the trace of $K/m$. The changed spring enters two diagonal elements, so $\sum_i(\omega_i'^2-\omega_i^2)=-2(k-k')/m$, and
\begin{equation}
\Delta S^{\rm qu}-\Delta S^{\rm cl}\simeq-\frac{k_B}{12}\left(\frac{\hbar}{k_BT}\right)^2\frac{k-k'}{m}.
\end{equation}
This is $-0.0060\,k_B$ at 600 K; the full sum over quantum modes for $N=20$ gives $-0.0059\,k_B$, about 2\% of $\Delta S_{20}$. At 300 K the full sum gives $-0.022\,k_B$, about 7\%.

For anharmonicity, let each bond have a Morse potential $D(1-e^{-ax})^2$ expanded to fourth order. With $k=2Da^2$,
\begin{equation}
v(x)=k\left(\frac{x^2}{2}-\frac{a x^3}{2}+\frac{7a^2x^4}{24}\right).
\end{equation}
In an infinite ring at zero tension the bonds are independent. Put $y=x\sqrt{k/k_BT}$ and $\eta=a^2k_BT/k$. To first order in $\eta$, with the Gaussian averages $\langle y^4\rangle=3$ and $\langle y^6\rangle=15$, the integral $z$ over one bond obeys
\begin{equation}
\ln\frac{z}{z_{\rm harm}}\simeq-\frac{7\eta}{24}\cdot3+\frac12\cdot\frac{\eta}{4}\cdot15=\eta .
\end{equation}
The excess free energy is $-k_BT\eta$. Since $\eta\propto T$, the excess entropy is $2k_B\eta$.

For $a=12$ nm$^{-1}$ and equal $a$ in both kinds of bond, $\eta=0.060$ for the soft bond and half that for a host bond. The leading terms are $0.119$ and $0.060\,k_B$. Numerical integration with the fourth-order potential gives only $0.045$ and $0.041\,k_B$, which would shift the entropy change by just $0.004\,k_B$. This small shift is an effect of the truncation. With the Morse potential expanded to sixth order the excesses are $0.115$ and $0.065\,k_B$ and the shift is $0.050\,k_B$; to eighth order the shift is $0.075\,k_B$, and to fourteenth order $0.096\,k_B$. The shift does not settle near this value at still higher orders: a full Morse bond at zero tension can break, and its integral diverges. The estimate is meaningful only for bonds that stay intact. If the full Morse integral is cut off at a stretch between $2/a$ and $5/a$, the shift is $0.09$ to $0.11\,k_B$.

The condition of zero tension matters as well. The ring of this problem has a fixed length, so its anharmonic bonds are under compression when heated. For $N=20$ the fourth-order potential then shifts the entropy change by $-0.019\,k_B$, and the expansions to eighth and twelfth order shift it by $-0.011$ and $-0.010\,k_B$. Even the sign depends on the condition chosen: in this example the anharmonic correction is about $-0.01\,k_B$ at fixed length, but about $+0.1\,k_B$ at zero tension if the bonds stay intact.

\section*{(h) One soft bond in three dimensions}

\emph{Repeat the calculation for an fcc crystal with nearest-neighbour central springs, and compare the example with a real metal.}

\textbf{Solution.} Equation (\ref{eq:rank}) holds for any lattice of springs if $b^{T}u$ is the stretch along the bond. The compliance follows from counting. Since $K=k\sum_\beta b_\beta b_\beta^{T}$, summed over all bonds $\beta$,
\begin{equation}
\sum_\beta k\,b_\beta^{T}K^{+}b_\beta={\rm tr}\,(K^{+}K)=\text{number of modes with }\omega\neq0 .
\end{equation}
A periodic fcc cell with $N$ atoms and equal numbers of primitive cells along its three axes has $6N$ equivalent bonds.

Only the three translations have zero frequency. Let $a_1,a_2,a_3$ be the primitive vectors. The bonds lie along these and their differences. A wave with $q\ne0$ and polarization $u$ leaves a bond along $a$ unstretched only if $u\cdot a=0$ or the phase $q\cdot a$ is a multiple of $2\pi$; call such a phase trivial. If no $a_i$ has a trivial phase, $u$ is perpendicular to all three and vanishes. Otherwise label the vectors so that $a_3$ has a trivial phase and $a_1$ has not. Then $u$ is perpendicular to $a_1$, to $a_1-a_3$, and to $a_2$ or $a_1-a_2$. These three are independent, so again $u=0$.

Each bond thus has $k\,b^{T}K^{+}b=(3N-3)/6N$, and
\begin{equation}
\Delta S_N^{\rm fcc}=-\frac{k_B}{2}\ln\left[1-(1-r)\frac{N-1}{2N}\right]
\;\longrightarrow\;-\frac{k_B}{2}\ln\frac{1+r}{2}.
\end{equation}
For $r=0.5$ this gives $0.138$, $0.141$ and $0.144\,k_B$ for 27 atoms, 64 atoms and the infinite crystal. Diagonalization of the two finite cells gives the same values. Here even a cut bond has a finite limit, $\tfrac12k_B\ln2$, because the surrounding lattice still holds its ends together.

The parameters of part (f) are round values in the rough range of aluminium. The mass is that of its atom, and the highest frequency of the unchanged ring, 9.5 THz, is close to the rough 10 THz of the metal. The spring suits the ring only: in the fcc crystal the same $k$ gives a highest frequency $\sqrt{8k/m}/2\pi=13.4$ THz, and 10 THz would need $k\approx22$ N/m. For a given lattice and cell size, the classical harmonic entropy change depends only on $k'/k$, so the choice of $k$ does not affect it. The ratio $k'/k=1/2$ is a choice, not a computed property of a defect. From (\ref{eq:stretch}) the rms stretch of the soft bond in the ring is 0.019 nm, some 7\% of a neighbour distance of roughly 0.29 nm. In the infinite fcc crystal with the same springs it is 0.012 nm, or 4\%. The choice of lattice matters more than the corrections estimated in part (g): at the same $r$, going from the infinite ring to the infinite fcc crystal lowers the entropy change from $0.347$ to $0.144\,k_B$. The ring has one bond per degree of freedom and the fcc crystal has two, which halves the compliance $b^{T}K^{+}b$. A real vacancy also removes an atom and alters many bonds at once, so neither number is a vacancy formation entropy.
